# Geometric structure and accuracy of the RATTLE integrator for holonomic constraints: verification in Python

```python
"""
RESULT UNDER TEST: with its position constraint solved to convergence, RATTLE
is a symplectic, reversible, second-order map on the cotangent bundle of the
constraint manifold {g(q)=0}, realised as {g(q)=0, G(q) W p=0}.
Symbols: q positions, p momenta, W inverse masses, V potential, G = dg/dq,
h time step, lam and mu multipliers of the first and second half kick.
Test system: spherical pendulum, mass = length = gravity = 1 (reduced units;
time unit = sqrt(length/gravity)); z points up, theta is measured from the
downward vertical. A double spherical pendulum tests coupled constraints.
"""
from collections import namedtuple
import numpy as np
from scipy.integrate import solve_ivp

System = namedtuple("System", "W g G gradV")
Step = namedtuple("Step", "q p lam mu p_half")


def rattle(q, p, h, system, sweeps=None):
    """One step; sweeps=None converges the constraint, else Newton is cut."""
    W, g, G, gradV = system
    G0 = G(q)
    p_free = p - 0.5 * h * gradV(q)
    lam = np.zeros(len(G0))
    count = 0
    while True:
        p_half = p_free - 0.5 * h * G0.T @ lam
        q1 = q + h * W * p_half
        residual = g(q1)
        if sweeps is None and np.max(np.abs(residual)) < 1e-14:
            break
        if sweeps is not None and count == sweeps:
            break
        if count > 40:
            raise RuntimeError("constraint solver did not converge")
        slope = 0.5 * h * h * (G(q1) * W) @ G0.T
        lam = lam + np.linalg.solve(slope, residual)
        count += 1
    G1 = G(q1)
    p_kick = p_half - 0.5 * h * gradV(q1)
    mu = np.linalg.solve(0.5 * h * (G1 * W) @ G1.T, G1 @ (W * p_kick))
    return Step(q1, p_kick - 0.5 * h * G1.T @ mu, lam, mu, p_half)


def sphere_g(q):
    return np.array([0.5 * (q @ q - 1.0)])


def sphere_G(q):
    return q.reshape(1, 3)


UP = np.array([0.0, 0.0, 1.0])
pendulum = System(np.ones(3), sphere_g, sphere_G, lambda q: UP)
rotor = System(np.ones(3), sphere_g, sphere_G, lambda q: 0.0 * UP)


def chart(theta, phi):
    """Point on the unit sphere and its two coordinate tangent vectors."""
    st, ct, sf, cf = np.sin(theta), np.cos(theta), np.sin(phi), np.cos(phi)
    return (np.array([st * cf, st * sf, -ct]),
            np.array([ct * cf, ct * sf, st]),
            np.array([-st * sf, st * cf, 0.0]))


def embed(s):
    """(theta, phi, p_theta, p_phi) -> Cartesian q, p on the constraint set."""
    q, t1, t2 = chart(s[0], s[1])
    return q, t1 * s[2] + t2 * s[3] / np.sin(s[0])**2


def jacobian(f, s, e=1e-3):
    columns = []
    for i in range(len(s)):
        d = np.zeros(len(s))
        d[i] = e
        columns.append((8 * (f(s + d) - f(s - d))
                        - (f(s + 2 * d) - f(s - 2 * d))) / (12 * e))
    return np.array(columns).T


def wedge(A, B):
    """Matrix of sum_k da_k ^ db_k in the parameters, from two Jacobians."""
    return A.T @ B - B.T @ A


def energy(q, p):
    return 0.5 * p @ p + q[2]


def projected_midpoint(q, p, h):
    """Explicit midpoint rule for the constrained ODE, then projection."""
    def force(a, b):
        return -UP - a * (b @ b - a[2]) / (a @ a)
    qm, pm = q + 0.5 * h * p, p + 0.5 * h * force(q, p)
    q1, p1 = q + h * pm, p + h * force(qm, pm)
    q1 = q1 / np.sqrt(q1 @ q1)
    return q1, p1 - q1 * (q1 @ p1)


def size(a):
    return np.max(np.abs(a))


def vec(a):
    return " ".join(f"{x:.6f}" for x in a)


# ---------------------------------------------------------------- one step
s0 = np.array([1.0, 0.3, 0.4, 0.7])
h = 0.2
q0, p0 = embed(s0)
one = rattle(q0, p0, h, pendulum)
assert size(sphere_g(one.q)) < 1e-13 and abs(one.q @ one.p) < 1e-13
print("All pendulum numbers in reduced units (m = l = g = 1)")
print("theta, phi [rad], p_theta, p_phi:", vec(s0))
print(f"step h [time unit]: {h}")
print("q0 [length]:", vec(q0))
print("p0 [momentum]:", vec(p0))
print(f"lambda [force/length]: {one.lam[0]:.6f}")
print("p_half [momentum]:", vec(one.p_half))
print("q1 [length]:", vec(one.q))
print(f"mu [force/length]: {one.mu[0]:.6f}")
print("p1 [momentum]:", vec(one.p))
print(f"q1.p_half before last kick [action]: {one.q @ one.p_half:.6f}")
print(f"energy before, after: {energy(q0, p0):.6f} {energy(one.q, one.p):.6f}")

# ------------------------------------------- symplectic form after each stage
canonical = np.block([[np.zeros((2, 2)), np.eye(2)],
                      [-np.eye(2), np.zeros((2, 2))]])


def stages(s, sweeps=None):
    q, p = embed(s)
    r = rattle(q, p, h, pendulum, sweeps)
    return np.concatenate([q, p, r.p_half, r.q, r.p, sphere_g(r.q), r.mu])


J = jacobian(stages, s0)
dq0, dp0, dph, dq1, dp1 = (J[3 * k:3 * k + 3] for k in range(5))
print("Max deviation of pulled-back form from canonical (dimensionless):")
for label, A, B in (("embedding (q0,p0)", dq0, dp0),
                    ("first kick (q0,p_half)", dq0, dph),
                    ("drift (q1,p_half)", dq1, dph),
                    ("full step (q1,p1)", dq1, dp1)):
    deviation = size(wedge(A, B) - canonical)
    assert deviation < 1e-9, label      # finite-difference noise level
    print(f"  {label}: {deviation:.1e}")

# Truncated constraint solves: the defect must be -(h/2) dg(q1)^dmu.
defects = []
for sweeps in (1, 2):
    T = jacobian(lambda s: stages(s, sweeps), s0)
    defect = wedge(T[9:12], T[12:15]) - canonical
    predicted = -0.5 * h * wedge(T[15:16], T[16:17])
    assert size(defect - predicted) < 1e-9
    assert size(wedge(T[0:3], T[6:9]) - canonical) < 1e-9
    defects.append(size(defect))
    a = rattle(q0, p0, h, pendulum, sweeps)
    b = rattle(a.q, -a.p, h, pendulum, sweeps)
    back = max(size(b.q - q0), size(b.p + p0))
    if sweeps == 1:
        assert back > 1e-7
    print(f"  {sweeps} Newton sweep(s): g(q1) = {sphere_g(a.q)[0]:.2e}")
    print(f"    form defect {size(defect):.2e}, formula {size(predicted):.2e}")
    print(f"    return error after reversal {back:.2e}")
assert defects[0] > 1e-6 and defects[1] < 0.1 * defects[0]

C = jacobian(lambda s: np.concatenate(projected_midpoint(*embed(s), h)), s0)
control_defect = size(wedge(C[:3], C[3:]) - canonical)
assert control_defect > 1e-6
print(f"  projected midpoint rule, form defect: {control_defect:.2e}")

# ------------------------------------------------------------ reversibility
back = rattle(one.q, -one.p, h, pendulum)
inverse = rattle(one.q, one.p, -h, pendulum)
rev_error = max(size(back.q - q0), size(back.p + p0))
sym_error = max(size(inverse.q - q0), size(inverse.p - p0))
assert rev_error < 1e-12 and sym_error < 1e-12
assert abs(back.lam[0] - one.mu[0]) < 1e-10
assert abs(back.mu[0] - one.lam[0]) < 1e-10
print(f"Return error, momentum flip: {rev_error:.1e}; step -h: {sym_error:.1e}")
print(f"Reverse lambda, mu: {back.lam[0]:.6f} {back.mu[0]:.6f}")


# ------------------------------- order, against integration in angle variables
def angle_flow(t, s):
    st, ct = np.sin(s[0]), np.cos(s[0])
    return [s[2], s[3] / st**2, s[3]**2 * ct / st**3 - st, 0.0]


def reference(time):
    sol = solve_ivp(angle_flow, (0, time), s0, method="DOP853",
                    rtol=1e-13, atol=1e-14)
    assert sol.success
    return np.concatenate(embed(sol.y[:, -1]))


def error_after(time, steps, method="rattle"):
    q, p = q0, p0
    for _ in range(steps):
        if method == "rattle":
            r = rattle(q, p, time / steps, pendulum)
            q, p = r.q, r.p
        else:
            q, p = projected_midpoint(q, p, time / steps)
    return np.linalg.norm(np.concatenate([q, p]) - reference(time))


local_steps = (0.02, 0.01, 0.005)
local = [error_after(x, 1) for x in local_steps]
assert abs(local[1] / local[2] - 8) < 0.5   # O(h) correction to the ratio
print("One-step error norm (reduced units):")
for x, err in zip(local_steps, local):
    print(f"  h = {x}: {err:.3e}")
print(f"  ratios: {local[0]/local[1]:.3f} {local[1]/local[2]:.3f}")
end_time = 6.0
counts = (150, 300, 600)
glob = [error_after(end_time, n) for n in counts]
assert all(abs(glob[k] / glob[k + 1] - 4) < 0.2 for k in range(2))
print(f"Error norm at t = {end_time} time units:")
for n, err in zip(counts, glob):
    print(f"  h = {end_time/n:.2f}: {err:.3e}")
print(f"  ratios: {glob[0]/glob[1]:.3f} {glob[1]/glob[2]:.3f}")
mid = [error_after(end_time, n, "midpoint") for n in counts]
assert abs(mid[1] / mid[2] - 4) < 0.5
print(f"  projected midpoint, last ratio: {mid[1]/mid[2]:.3f}")

# Multipliers approach the continuous one with slopes 1/3 and 2/3 of its rate.
lam_exact = p0 @ p0 - q0[2]
lam_rate = -3 * p0[2]
small = 0.005
r = rattle(q0, p0, small, pendulum)
slopes = ((r.lam[0] - lam_exact) / small, (r.mu[0] - lam_exact) / small)
assert abs(slopes[0] - lam_rate / 3) < 0.02     # remainder is O(h)
assert abs(slopes[1] - 2 * lam_rate / 3) < 0.02
print(f"Continuous multiplier and its rate: {lam_exact:.6f} {lam_rate:.6f}")
print(f"  (lambda,mu - exact)/h at h={small}: {slopes[0]:.4f} {slopes[1]:.4f}")

# --------------------------------------------- free rotor: exact step angle
w = 1.5
qa, pa = np.array([1.0, 0, 0]), np.array([0, w, 0])
r = rattle(qa, pa, h, rotor)
turn = np.arctan2(r.q[1], r.q[0])
assert abs(turn - np.arcsin(h * w)) < 1e-12
far_root = 2 * (1 + np.sqrt(1 - (h * w)**2)) / h**2
q_far = qa + h * (pa - 0.5 * h * far_root * qa)
assert size(sphere_g(q_far)) < 1e-12
long_h = 1.2 / w
scan = [sphere_g(qa + long_h * (pa - 0.5 * long_h * x * qa))[0]
        for x in np.linspace(-50, 50, 2001)]
assert min(scan) > 0
print(f"Free rotor w = {w} rad/time, h = {h}: hw = {h*w:.3f} rad")
print(f"  angle per step {turn:.8f}, arcsin(hw) {np.arcsin(h*w):.8f} rad")
print(f"  excess {turn-h*w:.6f}, (hw)^3/6 = {(h*w)**3/6:.6f} rad")
print(f"  near and far multiplier: {r.lam[0]:.4f} {far_root:.4f}")
print(f"  hw = {long_h*w:.1f}: smallest g(q1) over lambda {min(scan):.3f}")

# ------------------------------------------------------------- long run
long_step, number = 0.1, 10000
q, p = q0, p0
qc, pc = q0, p0
E0, L0 = energy(q0, p0), q0[0] * p0[1] - q0[1] * p0[0]
dE, dEc, dL = [], [], []
for _ in range(number):
    r = rattle(q, p, long_step, pendulum)
    q, p = r.q, r.p
    qc, pc = projected_midpoint(qc, pc, long_step)
    dE.append(abs(energy(q, p) - E0))
    dEc.append(abs(energy(qc, pc) - E0))
    dL.append(abs(q[0] * p[1] - q[1] * p[0] - L0))
first, second = max(dE[:number // 2]), max(dE[number // 2:])
assert second < 1.2 * first and max(dL) < 1e-11
assert max(dEc) > 3 * second
print(f"Long run: {number} steps of h = {long_step}")
print(f"  max energy error, halves 1 and 2: {first:.3e} {second:.3e}")
print(f"  max error of vertical angular momentum: {max(dL):.1e}")
print(f"  projected midpoint, max energy error: {max(dEc):.3e}")

# --------------------------------- double pendulum: two coupled constraints
masses = np.array([1.0, 1, 1, 2, 2, 2])


def double_g(q):
    rod = q[3:] - q[:3]
    return 0.5 * np.array([q[:3] @ q[:3] - 1, rod @ rod - 1])


def double_G(q):
    rod = q[3:] - q[:3]
    return np.array([np.concatenate([q[:3], np.zeros(3)]),
                     np.concatenate([-rod, rod])])


double = System(1 / masses, double_g, double_G,
                lambda q: masses * np.array([0, 0, 1.0, 0, 0, 1.0]))


def double_embed(s):
    """Four angles and their four rates -> Cartesian q and p."""
    a, a1, a2 = chart(s[0], s[1])
    b, b1, b2 = chart(s[2], s[3])
    va, vb = a1 * s[4] + a2 * s[5], b1 * s[6] + b2 * s[7]
    return np.concatenate([a, a + b]), masses * np.concatenate([va, va + vb])


def double_stages(s):
    q, p = double_embed(s)
    r = rattle(q, p, 0.1, double)
    return np.concatenate([q, p, r.q, r.p])


sd = np.array([1.0, 0.3, 1.3, -0.5, 0.4, 0.6, -0.3, 0.5])
D = jacobian(double_stages, sd)
before, after = wedge(D[:6], D[6:12]), wedge(D[12:18], D[18:24])
assert size(after - before) < 1e-8      # finite-difference noise level
assert abs(np.linalg.det(before)) > 1e-3
start = double_embed(sd)
r = rattle(*start, 0.1, double)
b = rattle(r.q, -r.p, 0.1, double)
double_back = max(size(b.q - start[0]), size(b.p + start[1]))
assert double_back < 1e-11
print("Double pendulum, masses 1 and 2, h = 0.1:")
print(f"  largest form entry {size(before):.4f}, "
      f"change {size(after-before):.1e}")
print(f"  return error after reversal: {double_back:.1e}")

print("finished without a failed check")
```

Running it gives:

```
All pendulum numbers in reduced units (m = l = g = 1)
theta, phi [rad], p_theta, p_phi: 1.000000 0.300000 0.400000 0.700000
step h [time unit]: 0.2
q0 [length]: 0.803888 0.248672 -0.540302
p0 [momentum]: -0.039368 0.858590 0.336588
lambda [force/length]: 1.338454
p_half [momentum]: -0.146965 0.825307 0.308905
q1 [length]: 0.774495 0.413733 -0.478521
mu [force/length]: 1.276673
p1 [momentum]: -0.245843 0.772486 0.269997
q1.p_half before last kick [action]: 0.079815
energy before, after: -0.114293 -0.113485
Max deviation of pulled-back form from canonical (dimensionless):
  embedding (q0,p0): 2.3e-12
  first kick (q0,p_half): 2.3e-12
  drift (q1,p_half): 2.3e-12
  full step (q1,p1): 1.9e-12
  1 Newton sweep(s): g(q1) = 3.49e-04
    form defect 1.74e-05, formula 1.74e-05
    return error after reversal 2.86e-04
  2 Newton sweep(s): g(q1) = 6.28e-08
    form defect 6.35e-09, formula 6.35e-09
    return error after reversal 4.57e-08
  projected midpoint rule, form defect: 2.62e-03
Return error, momentum flip: 1.1e-15; step -h: 1.1e-15
Reverse lambda, mu: 1.276673 1.338454
One-step error norm (reduced units):
  h = 0.02: 2.429e-06
  h = 0.01: 3.055e-07
  h = 0.005: 3.831e-08
  ratios: 7.951 7.975
Error norm at t = 6.0 time units:
  h = 0.04: 2.109e-03
  h = 0.02: 5.269e-04
  h = 0.01: 1.317e-04
  ratios: 4.002 4.001
  projected midpoint, last ratio: 4.030
Continuous multiplier and its rate: 1.392321 -1.009765
  (lambda,mu - exact)/h at h=0.005: -0.3348 -0.6708
Free rotor w = 1.5 rad/time, h = 0.2: hw = 0.300 rad
  angle per step 0.30469265, arcsin(hw) 0.30469265 rad
  excess 0.004693, (hw)^3/6 = 0.004500 rad
  near and far multiplier: 2.3030 97.6970
  hw = 1.2: smallest g(q1) over lambda 0.220
Long run: 10000 steps of h = 0.1
  max energy error, halves 1 and 2: 1.170e-03 1.170e-03
  max error of vertical angular momentum: 4.9e-15
  projected midpoint, max energy error: 2.088e+00
Double pendulum, masses 1 and 2, h = 0.1:
  largest form entry 3.0000, change 3.9e-13
  return error after reversal: 1.7e-16
finished without a failed check
```
